# The gradient coefficient of the noninteracting free energy at finite temperature: a numerical check

```python
"""Gradient coefficient of the noninteracting free energy at temperature tau.

Result under test (atomic units, spin-unpolarized, three dimensions):
  F_s[n] = int f0(n,tau) + int lam(n,tau) |grad n|^2 / (8 n),
  lam = n n'' / (3 n'^2) = F_{1/2} F_{-3/2} / (3 F_{-1/2}^2),
where n(mu) is the uniform-gas density, primes are d/dmu at fixed tau,
eta = mu/tau, theta = tau/E_F, and F_j are Fermi-Dirac integrals divided by
Gamma(j+1).  lam goes from 1/9 (cold) to 1/3 (hot).  The kinetic energy has
the coefficient lam_T = lam - tau (d lam/d tau) at fixed density.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import expit, spence

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
STEP = 0.02
GRID = (np.arange(600) + 0.5) * STEP   # momentum in units of sqrt(2 tau)


def fermi_integrals(eta):
    """Return F_j for j = 3/2, 1/2, -1/2, -3/2, -5/2.

    The integrands are even and analytic in momentum, so the midpoint
    rule converges exponentially.
    """
    f = expit(np.asarray(eta, float)[..., None] - GRID**2)
    g = f * (1 - f)
    c = 2 * STEP / np.sqrt(np.pi)
    return (c * 4 / 3 * (f * GRID**4).sum(-1),
            c * 2 * (f * GRID**2).sum(-1),
            c * f.sum(-1),
            c * g.sum(-1),
            c * (g * (1 - 2 * f)).sum(-1))


def coefficients(eta):
    """Free-energy and kinetic-energy gradient coefficients."""
    _, a, b, c, d = fermi_integrals(eta)
    lam = a * c / (3 * b**2)
    dlam_deta = (c / b + a * d / b**2 - 2 * a * c**2 / b**3) / 3
    deta_dlntau = -1.5 * a / b         # at fixed density
    return lam, lam - dlam_deta * deta_dlntau


def theta_of_eta(eta):
    half = fermi_integrals(eta)[1]
    return (1.5 * np.sqrt(np.pi) / 2 * half) ** (-2 / 3)


def uniform_gas(eta, tau):
    """Density and its first and second derivatives in mu."""
    _, a, b, c, _ = fermi_integrals(eta)
    scale = 2 * (tau / (2 * np.pi)) ** 1.5
    return scale * a, scale * b / tau, scale * c / tau**2


def lindhard_definition(q, mu, tau):
    """Double quadrature of the defining momentum integral."""
    h = 0.05
    kz = ((np.arange(260) + 0.5) * h)[:, None]
    x, w = np.polynomial.legendre.leggauss(180)
    top = max(mu, 0) + 45 * tau
    u = (x + 1) * top / 2              # perpendicular kinetic energy
    e_minus = (kz - q / 2)**2 / 2 + u
    e_plus = (kz + q / 2)**2 / 2 + u
    diff = expit((mu - e_minus) / tau) - expit((mu - e_plus) / tau)
    quotient = diff / (-kz * q)
    return 2 * h * (quotient @ (w * top / 2)).sum() / (2 * np.pi**2)


def lindhard_reduced(q, mu, tau):
    """Single integral left after the perpendicular integration."""
    k = GRID * np.sqrt(2 * tau)

    def log_term(p):
        return np.logaddexp(0, (mu - p**2 / 2) / tau)

    quotient = (log_term(k - q / 2) - log_term(k + q / 2)) / (k * q)
    return -tau / np.pi**2 * quotient.sum() * STEP * np.sqrt(2 * tau)


# Fermi integrals: fugacity series, and derivative relations at eta > 0
m = np.arange(1, 80)
for j, value in zip((1.5, 0.5, -0.5, -1.5, -2.5), fermi_integrals(-1.0)):
    series = np.sum((-1.0)**(m + 1) * np.exp(-m) / m**(j + 1))
    assert abs(value / series - 1) < 1e-10
up, mid, down = (fermi_integrals(e) for e in (4.001, 4.0, 3.999))
for i in range(4):
    assert abs((up[i] - down[i]) / 0.002 - mid[i + 1]) < 1e-5

# Lindhard function: reduction and small-q law
print("Small-q law: 12 (n' + chi)/(q^2 n''), expected 1")
for eta in (-2.0, 1.0, 6.0):
    full = lindhard_definition(1.0, eta, 1.0)
    assert abs(lindhard_reduced(1.0, eta, 1.0) / full - 1) < 1e-8
    _, n1, n2 = uniform_gas(eta, 1.0)
    q = 0.1
    law = 12 * (n1 + lindhard_definition(q, eta, 1.0)) / (q**2 * n2)
    assert abs(law - 1) < 2e-3         # remainder is of order q^2
    print(f"  mu/tau = {eta:4.1f}: {law:.5f}")

# Limits and monotonic rise
scan = np.linspace(-15, 60, 1501)
lam_scan, lamT_scan = coefficients(scan)
theta_scan = theta_of_eta(scan)
assert np.all(np.diff(theta_scan) < 0) and np.all(np.diff(lam_scan) < 0)
cold, cold_T = coefficients(60.0)
cold_theta = theta_of_eta(60.0)
slope = (9 * cold - 1) / cold_theta**2
slope_T = (9 * cold_T - 1) / cold_theta**2
assert abs(slope / (np.pi**2 / 3) - 1) < 0.02
assert abs(slope_T / (-np.pi**2 / 3) - 1) < 0.02
z = np.exp(-8.0)
hot_slope = (1 - 3 * coefficients(-8.0)[0]) / z
assert abs(hot_slope * 2 * np.sqrt(2) - 1) < 0.01
low = np.argmin(lamT_scan)
assert lamT_scan[low] < 1 / 9
print(f"lambda at theta = {theta_scan[-1]:.4f}: {lam_scan[-1]:.5f}")
print(f"lambda at theta = {theta_scan[0]:.0f}: {lam_scan[0]:.5f}")
print(f"cold slope (9 lambda - 1)/theta^2: {slope:.3f}")
print(f"same for lambda_T: {slope_T:.3f}; pi^2/3 = {np.pi**2/3:.3f}")
print(f"hot slope (1 - 3 lambda)/exp(eta): {hot_slope:.4f}")
print(f"minimum of lambda_T: {lamT_scan[low]:.4f}"
      f" at theta = {theta_scan[low]:.3f}")


def trap_test(omega, mu):
    """Harmonic in x, free in y and z, tau = 1, energies per unit area.

    Returns exact-minus-local energies divided by the gradient integrals:
    free energy with lam, kinetic with lam_T, free energy with fixed 1/9.
    """
    levels = omega * (np.arange(int((max(mu, 0) + 50) / omega)) + 0.5)
    arg = mu - levels
    occ = np.logaddexp(0, arg) / np.pi
    pressure2d = -spence(1 + np.exp(arg)) / np.pi
    free_exact = np.sum(-pressure2d + mu * occ - occ * levels / 2)
    kin_exact = np.sum(pressure2d + occ * levels / 2)
    half_width = 9 / omega
    x = np.linspace(-half_width, half_width, 720, endpoint=False)
    dx = x[1] - x[0]
    xi = np.sqrt(omega) * x
    previous = np.zeros_like(x)
    phi = (omega / np.pi)**0.25 * np.exp(-xi**2 / 2)
    density = np.zeros_like(x)
    for i, weight in enumerate(occ):
        density += weight * phi**2
        following = (np.sqrt(2 / (i + 1)) * xi * phi
                     - np.sqrt(i / (i + 1)) * previous)
        previous, phi = phi, following
    assert abs(density.sum() * dx / occ.sum() - 1) < 1e-9
    wave = 2j * np.pi * np.fft.fftfreq(x.size, dx)
    gradient = np.fft.ifft(wave * np.fft.fft(density)).real
    scale = 2 * (1 / (2 * np.pi))**1.5
    eta = mu - omega**2 * x**2 / 2
    for _ in range(8):                 # local eta of the exact density
        _, a, b, _, _ = fermi_integrals(eta)
        eta = eta - a / b * np.log(a * scale / density)
    p0 = scale * fermi_integrals(eta)[0]
    lam, lam_T = coefficients(eta)
    weizsaecker = gradient**2 / (8 * density)
    free_rest = free_exact - np.sum(eta * density - p0) * dx
    kin_rest = kin_exact - np.sum(1.5 * p0) * dx
    return (free_rest / np.sum(lam * weizsaecker * dx),
            kin_rest / np.sum(lam_T * weizsaecker * dx),
            free_rest / np.sum(weizsaecker * dx / 9))


print("Trap: (exact - local)/gradient term, expected 1")
print("  mu/tau  omega/tau  free     kinetic  free with 1/9")
for mu in (3.0, -3.0):
    coarse, fine = trap_test(0.5, mu), trap_test(0.25, mu)
    for omega, r in ((0.5, coarse), (0.25, fine)):
        print(f"  {mu:5.1f}   {omega:5.2f}   {r[0]:9.5f}{r[1]:9.5f}"
              f"{r[2]:9.4f}")
    assert abs(fine[0] - 1) < 0.01 and abs(fine[1] - 1) < 0.03
    for i in (0, 1):
        assert abs(fine[i] - 1) < 0.5 * abs(coarse[i] - 1)
    assert fine[2] > 1.3               # a fixed 1/9 is not enough

# Worked example: model electron gas
density_A = 0.2
n_bar = density_A * BOHR**3
k_fermi = (3 * np.pi**2 * n_bar)**(1 / 3)
e_fermi = k_fermi**2 / 2
print(f"Model density: {density_A} electrons/angstrom^3")
print(f"k_F = {k_fermi/BOHR:.4f} 1/angstrom, E_F = {e_fermi*HARTREE:.3f} eV")


def solve_eta(tau):
    return brentq(lambda e: np.log(uniform_gas(e, tau)[0] / n_bar), -30, 60,
                  xtol=1e-12)


print("  tau(eV)  theta     mu(eV)    lambda   lambda_T")
for tau_eV in (1, 5, 10, 20, 50, 200):
    tau = tau_eV / HARTREE
    eta = solve_eta(tau)
    assert abs(theta_of_eta(eta) * e_fermi / tau - 1) < 1e-8
    lam, lam_T = coefficients(eta)
    print(f"  {tau_eV:5d} {tau/e_fermi:9.4f} {eta*tau_eV:10.3f}"
          f" {lam:9.4f} {lam_T:9.4f}")

tau_eV, amplitude, wavelength = 10.0, 0.1, 10.0
tau = tau_eV / HARTREE
eta = solve_eta(tau)
_, F_half, F_mhalf, F_m3half, _ = fermi_integrals(eta)
n0, n1, n2 = uniform_gas(eta, tau)
lam = coefficients(eta)[0]
q = 2 * np.pi / wavelength * BOHR
unit = amplitude**2 * q**2 / 16        # gradient energy per electron / lam
local = amplitude**2 * n_bar / (4 * n1)
kernel_rest = -1 / lindhard_reduced(q, eta * tau, tau) - 1 / n1
full = amplitude**2 * n_bar / 4 * kernel_rest
assert abs(lam * unit / full - 1) < 0.05
print(f"Density wave at tau = {tau_eV:.0f} eV, eta = {eta:.5f}")
print(f"F_1/2 = {F_half:.5f}, F_-1/2 = {F_mhalf:.5f},"
      f" F_-3/2 = {F_m3half:.5f}")
print(f"n' = {n1/HARTREE/BOHR**3:.6f} 1/(eV angstrom^3)")
print(f"n'' = {n2/HARTREE**2/BOHR**3:.7f} 1/(eV^2 angstrom^3)")
print(f"lambda = {lam:.5f}")
print(f"amplitude {amplitude}, wavelength {wavelength:.0f} angstrom,"
      f" q = {q/BOHR:.4f} 1/angstrom")
print("Free energy per electron:")
print(f"  local term          {local*HARTREE:.6f} eV")
print(f"  gradient term       {lam*unit*HARTREE:.4e} eV"
      f" = {lam*unit:.4e} hartree")
print(f"  full Lindhard - local {full*HARTREE:.4e} eV")
print(f"  gradient/full       {lam*unit/full:.4f}")
print(f"  with fixed 1/9      {unit/9*HARTREE:.4e} eV")
print(f"  with fixed 1/3      {unit/3*HARTREE:.4e} eV")
print("ALL CHECKS PASSED")
```

Printed output:

```
Small-q law: 12 (n' + chi)/(q^2 n''), expected 1
  mu/tau = -2.0: 0.99958
  mu/tau =  1.0: 0.99999
  mu/tau =  6.0: 1.00005
lambda at theta = 0.0167: 0.11121
lambda at theta = 18219: 0.33333
cold slope (9 lambda - 1)/theta^2: 3.297
same for lambda_T: -3.312; pi^2/3 = 3.290
hot slope (1 - 3 lambda)/exp(eta): 0.3535
minimum of lambda_T: 0.0788 at theta = 0.296
Trap: (exact - local)/gradient term, expected 1
  mu/tau  omega/tau  free     kinetic  free with 1/9
    3.0    0.50     1.00694  1.01616   2.2134
    3.0    0.25     1.00178  1.00413   2.2050
   -3.0    0.50     1.00822  1.01664   3.0067
   -3.0    0.25     1.00207  1.00419   2.9882
Model density: 0.2 electrons/angstrom^3
k_F = 1.8092 1/angstrom, E_F = 12.471 eV
  tau(eV)  theta     mu(eV)    lambda   lambda_T
      1    0.0802     12.404    0.1136    0.1083
      5    0.4009     10.470    0.1805    0.0865
     10    0.8019      4.116    0.2475    0.1589
     20    1.6038    -17.259    0.2955    0.2463
     50    4.0094   -116.728    0.3227    0.3073
    200   16.0376   -888.590    0.3320    0.3299
Density wave at tau = 10 eV, eta = 0.41163
F_1/2 = 1.04761, F_-1/2 = 0.77029, F_-3/2 = 0.42058
n' = 0.014706 1/(eV angstrom^3)
n'' = 0.0008029 1/(eV^2 angstrom^3)
lambda = 0.24752
amplitude 0.1, wavelength 10 angstrom, q = 0.6283 1/angstrom
Free energy per electron:
  local term          0.034000 eV
  gradient term       4.6538e-04 eV = 1.7102e-05 hartree
  full Lindhard - local 4.7051e-04 eV
  gradient/full       0.9891
  with fixed 1/9      2.0891e-04 eV
  with fixed 1/3      6.2672e-04 eV
ALL CHECKS PASSED
```
